Liptay's Electroabsorption Line Shape for Frozen, Isotropically Oriented Molecules

A rigid glass contains molecules with random, isotropic orientations that cannot turn. An absorption band belongs to the transition from the ground state g to a non-degenerate excited state e, with energy gap E0 and transition dipole m. The permanent dipole changes by Δμ = μ_e − μ_g, and the polarizability tensor by Δα = α_e − α_g. A static field F = F f, with f a unit vector, is applied, and the light is polarized along the unit vector **e**, at an angle χ to f. The change of absorption ΔA(E) = A(E, F) − A(E, 0) is measured at photon energy E.

F is the local field at the molecule. Wavefunctions are real, and all vibronic components of the band share the same m, Δμ and Δα. Until part (e), m does not depend on the field.

**(a) How does the field shift the band of one molecule, and what does this do to its absorption up to order F²?**

The field adds −μ·F to the Hamiltonian. Perturbation theory for a state s gives

E_s(F) = E_s − μ_s·F + Σ_k |⟨k|μ·F|s⟩|² / (E_s − E_k), k ≠ s.

With the polarizability

α_s,ij = 2 Σ_k ⟨s|μ_i|k⟩⟨k|μ_j|s⟩ / (E_k − E_s),

the sum equals −½ F·α_s·F. Subtracting the ground-state energy from the excited-state energy gives the shift of the gap:

δ = −F d − ½F² p, where d = Δμ·f and p = f·Δα·f.

A positive p lowers the gap and shifts the band to the red. The sign of d depends on the orientation.

The absorbed power is the photon energy times the transition rate, and the rate is proportional to (m·**e**)² S(E), where S is the band shape. Hence

A(E) = K E ⟨(m·**e**)²⟩ S(E),

with K constant across the band and ⟨ ⟩ the average over orientations. The prefactor E is the energy of the photon. It does not move with the molecular levels, so the field displaces S, which is proportional to A/E, and not A itself.

If δ is small compared with the energy over which S varies, a Taylor expansion gives

S(E − δ) = S − δ S′ + ½δ² S″ + …
= S + F d S′ + F² (½p S′ + ½d² S″) + O(F³).

**(b) Which terms survive the orientation average? Express ΔA through averages.**

Rotate a molecule by 180° about an axis perpendicular to both f and **e**. Seen from the molecule, this replaces f by −f and **e** by −**e**. The light direction enters twice, through (m·**e**)², and does not notice the change; the field is reversed. Both orientations are equally frequent, so all odd powers of F cancel. The term F d S′ disappears, and the first correction to the F² result is of order F⁴.

Since ⟨(m·**e**)²⟩ = m²/3, division by the zero-field strength gives, with m̂ = m/|m|,

ΔA = F² E { (3/2)⟨(m̂·**e**)² p⟩ S′ + (3/2)⟨(m̂·**e**)² d²⟩ S″ },

where S is now scaled so that S = A/E. The polarizability change moves the average band, which produces a first derivative. The dipole change moves some molecules to the red and equally many to the blue. This broadens the band and produces a second derivative.

**(c) Evaluate the averages and find the dependence on χ.**

Both averages are contractions of one tensor in the molecular frame,

M_ijkl = ⟨e_i e_j f_k f_l⟩,

which must be unchanged by every rotation. Rotations by 180° about the coordinate axes reverse two axes at a time. A component can survive only if the numbers of x, y and z indices have equal parity. These numbers add up to four, so they cannot all be odd; each is even. Rotations by 90° then make the axes equivalent, leaving

M_ijkl = a δ_ij δ_kl + b δ_ik δ_jl + b′ δ_il δ_jk + κ δ_ijkl,

where δ_ijkl is 1 if all four indices agree and 0 otherwise. Contraction with the same unit vector u four times gives a + b + b′ + κ Σ_i u_i⁴. This must not depend on the direction of u, so κ = 0. Symmetry under exchange of i and j gives b′ = b.

Two contractions fix a and b. Setting i = j and k = l, and then i = k and j = l, gives

1 = 9a + 6b,
cos²χ = 3a + 12b.

Three times the second equation minus the first is 3cos²χ − 1 = 30b. With P = 3cos²χ − 1,

b = P/30, a = (1 − P/5)/9 = (5 − P)/45.

For any symmetric tensor T with element T_m = m̂·T·m̂ along m,

3⟨(m̂·**e**)² f·T·f⟩ = 3(a Tr T + 2b T_m)
= [5 Tr T + P(3T_m − Tr T)]/15.

For T = Δα, half of this is the coefficient of S′. For T_ij = Δμ_i Δμ_j, the trace is |Δμ|² and T_m = |Δμ|² cos²ζ, where ζ is the angle between Δμ and m. Half of the expression is then the coefficient of S″. The result is Liptay's line shape for a fixed transition moment:

ΔA = F² { (B/15) E d(A/E)/dE + (C/30) E d²(A/E)/dE² },

B = (5/2) Tr Δα + P [(3/2)Δα_m − ½ Tr Δα],

C = |Δμ|² [5 + P(3cos²ζ − 1)].

The angle enters through photoselection: polarized light favours molecules with m along **e**. If Δμ is parallel to m, C falls from 9|Δμ|² at χ = 0 to 3|Δμ|² at 90°. If Δμ is perpendicular to m, it rises from 3|Δμ|² to 6|Δμ|². An isotropic Δα has 3Δα_m = Tr Δα, and its signal does not depend on χ.

At the magic angle, cos²χ = 1/3 and P = 0, so B = (5/2) Tr Δα and C = 5|Δμ|². A second angle then supplies ζ and Δα_m. The sign of Δμ cannot be found, because C is quadratic in it. An error in the local field also matters: if the true field is λ times the assumed one, the inferred |Δμ| is λ times too large and the inferred Δα is λ² times too large.

**(d) Apply the result to a model band, and recover the molecular parameters from its spectra.**

Energies are in Ry, lengths in a0 and charges in units of e, so that the field unit is Ry/(e a0). Strict Rydberg units put e = √2, but only products such as dipole times field enter here, and they do not depend on that choice.

The model band has Gaussian peaks at 0.160 and 0.172 Ry with shares 0.7 and 0.3 and width σ = 0.004 Ry. Take F = 2×10⁻⁴ (0.51 MV/cm), |Δμ| = 2 and ζ = 30°. With m along z, the elements of Δα are 60, 60 and 180 on the diagonal and 20 for xz. Then Tr Δα = 300, Δα_m = 180 and 3cos²ζ − 1 = 1.25. At χ = 0, P = 2 and

B = 2.5·300 + 2(1.5·180 − 0.5·300) = 990 e²a0²/Ry,
C = 4(5 + 2·1.25) = 30 e²a0².

At the magic angle B = 750 and C = 20; at 90°, where P = −1, B = 630 and C = 15.

Near the top of the main peak, at 0.160 Ry, an isolated Gaussian has S″/S = −1/σ². At the magic angle the second-derivative term would then be

−(20/30)(2×10⁻⁴)²/(0.004)² = −1.67×10⁻³

relative to A. The computed term is −1.59×10⁻³ of the band maximum. The second peak lies 3σ away, and its tail curves upward, which accounts for the reduction:

S″σ²/S = (−0.7 + 0.3·8·e^(−4.5)) / (0.7 + 0.3·e^(−4.5)) = −0.96.

At 0.156 Ry, one σ below the main peak, the second derivative of an isolated Gaussian vanishes and S′/S = 1/σ. The first-derivative term is therefore

(750/15)(2×10⁻⁴)²/0.004 = 5.0×10⁻⁴

relative to the local A. Since A is 0.588 of its maximum there, this is 2.9×10⁻⁴ of the maximum, in agreement with the computed term. Each mechanism thus dominates at its own place in this band. A reading at 0.156 Ry alone is delicate, however, because the second-derivative term crosses zero steeply there: an energy error of 0.0002 Ry, or σ/20, changes the inferred B by about a third. The fit below uses the whole spectrum instead.

A direct average over explicitly shifted bands tests the formula. At the magic angle the largest error, relative to the largest signal, is 0.0019. Halving the field reduces it to 0.00047, a factor of four, as expected when an F⁴ correction is compared with an F² signal. At ten times the field (5.1 MV/cm, above the roughly 1 MV/cm that frozen glasses usually withstand), the largest dipole shift equals σ and the error is 0.20: the expansion is no longer adequate.

Using A′ and A″ in place of E(A/E)′ and E(A/E)″ raises the error at the original field to 0.038. The difference follows from the product rule: A′ = S + E S′ and A″ = 2S′ + E S″, whose first terms do not belong to the signal.

Now treat the direct spectra as data. A least-squares fit of the two derivative shapes gives B = 747.1 and C = 19.97 at the magic angle, and B = 984.9 and C = 29.95 at χ = 0. Therefore

|Δμ| = √(19.97/5) = 2.00 e a0 = 5.08 debye,

Tr Δα = 747.1/2.5 = 299 e²a0²/Ry = 88.6 Å³.

At χ = 0, C/C_magic = 1 + (2/5)(3cos²ζ − 1), so

cos²ζ = [1 + 2.5(29.95/19.97 − 1)]/3 = 0.75, ζ = 30.0°.

Finally, (B − B_magic)/2 = 118.9 = (3/2)Δα_m − ½ Tr Δα, which gives

Δα_m = (118.9 + 149.4)/1.5 = 179 e²a0²/Ry = 53.0 Å³.

The recovered values lie within 1% of the inputs. These data contain no noise; the small deviations come from the higher orders in F that the fit omits, and they fall fourfold when F is halved. The agreement for Δα rests on the fixed transition moment. If m changed with the field as in part (f), with E0 = 0.16 Ry, B would rise by 187.5 at the magic angle and by 375 at χ = 0. The same analysis would then return Tr Δα ≈ 375 and Δα_m ≈ 267 instead of 300 and 180, while |Δμ| and ζ would be unaffected.

**(e) What changes if the transition moment depends on the field?**

Write, with repeated indices summed and Y_jkl symmetric in k and l,

m_j(F) = m_j + X_jk F_k + Y_jkl F_k F_l.

The transition strength becomes

(m(F)·**e**)² = (m·**e**)² + 2F (m·**e**)(**e**·Xf)
+ F² [(**e**·Xf)² + 2(m·**e**) e_j Y_jkl f_k f_l] + ….

Multiply this by the expansion of S(E − δ) from part (a). Odd orders still cancel, because the light direction still enters twice. Two new contributions appear at order F².

First, the linear change of strength multiplies the linear shift and gives 2(m·**e**)(**e**·Xf)(Δμ·f) S′. Molecules whose dipole moves them to the red may gain strength while those moved to the blue lose it. The mean position of the band then shifts even without a polarizability change. Dividing by m²/3 and using M_ijkl,

B_X/15 = (6/m²) M_ijkl m_i X_jk Δμ_l
= (6/m²) { a m·XΔμ + b[Δμ·Xm + (m·Δμ) Tr X] }.

Multiplication by 15, with 90a = 10 − 2P and 90b = 3P, gives

B_X = { (10 − 2P) m·XΔμ + 3P[Δμ·Xm + (m·Δμ) Tr X] } / m²,

which is added to B.

Second, the quadratic change of strength multiplies the unshifted S and adds F² Z A to ΔA. The X part contracts M_ijkl with X_ik X_jl, and the Y part contracts it with 2m_i Y_jkl. With 3a = (5 − P)/15 and 3b = P/10,

Z = { (5 − P)/15 · (X_ik X_ik + 2m_i Y_ikk)
+ P/10 · [(Tr X)² + Tr X² + 4m_i Y_jij] } / m².

So for an isolated band the second derivative still comes from Δμ alone at this order, while the first derivative no longer measures Δα alone.

Isolation matters. Let a dark state with the same band shape lie Δ above e and be coupled to it by V = μ′·F, with |V| small against |Δ|. The state e shifts by −V²/Δ and hands a share (V/Δ)² of its strength to the dark state. The band changes by (V²/Δ)S′ + (V/Δ)²[S(E − Δ) − S(E)]. For Δ small against the width, the first-derivative terms cancel and ½V²S″ remains. The coupling dipole μ′ then mimics Δμ, even in a molecule with Δμ = 0. In a three-state model with |μ′| = 2 e a0 along m and Δ = σ/4, a fit returns an apparent |Δμ| of 1.98 e a0.

In a centrosymmetric molecule with states of definite parity, Δμ = 0. A dipole-allowed transition joins states of opposite parity, whereas X joins g and e by two dipole steps, which restore the parity. Hence X = 0, and the first derivative again belongs to Δα, provided no state coupled to e by the field lies within the band. The Z term may remain, through Y. In a four-state centrosymmetric model at the magic angle, diagonalization in the field gives B = −185.5 e²a0²/Ry, equal to the value from Δα to the digits shown.

**(f) How large is the correction in a polar molecule with two electronic states?**

Let the states in the field be

|g′⟩ = cosθ |g⟩ + sinθ |e⟩, |e′⟩ = −sinθ |g⟩ + cosθ |e⟩.

The diagonal energies differ by E0 − Δμ·F, and the off-diagonal element is −m·F. The condition ⟨g′|H|e′⟩ = 0 reads

½ sin2θ (E0 − Δμ·F) − cos2θ (m·F) = 0,

so tan2θ = 2m·F/(E0 − Δμ·F). The transition moment is

m(F) = ⟨g′|μ|e′⟩ = m cos2θ + ½Δμ sin2θ.

To second order, sin2θ = 2(m·F)/E0 + 2(m·F)(Δμ·F)/E0² and cos2θ = 1 − 2(m·F)²/E0². Therefore

m(F) = m + Δμ (m·F)/E0 + [Δμ (m·F)(Δμ·F) − 2m (m·F)²]/E0².

The linear term gives X_jk = Δμ_j m_k/E0. A dipole change thus makes the transition moment field-dependent whenever m is nonzero. The polarizabilities are α_g = 2mmᵀ/E0 and α_e = −2mmᵀ/E0, so Δα = −4mmᵀ/E0.

At the magic angle, m·XΔμ = (m·Δμ)²/E0 and

B + B_X = −10m²/E0 + 10|Δμ|²cos²ζ/E0.

The first-derivative signal has the opposite sign to that expected from Δα if |Δμ cosζ| exceeds |m|. For E0 = 0.16 Ry, |m| = 1.5 e a0, |Δμ| = 2 e a0 and ζ = 30°,

B + B_X = −140.6 + 187.5 = 46.9 e²a0²/Ry.

Diagonalization in the field confirms this sum. Interpreting it as (5/2) Tr Δα would give 18.8 e²a0²/Ry, while the true trace is −56.3.

The quadratic term gives m_iY_ikk = [(m·Δμ)² − 2m⁴]/E0². With X_ikX_ik = |Δμ|²m²/E0², the general formula at the magic angle (P = 0, prefactor 1/3) gives

Z = [|Δμ|²(1 + 2cos²ζ) − 4m²]/(3E0²)
= (10 − 9)/(3·0.16²) = 13.0 (e a0/Ry)².

At F = 2×10⁻⁴ this changes the absorption by about 5×10⁻⁷ of itself. The two terms nearly cancel for these parameters; either one alone would give about 5×10⁻⁶, still far below the dipole signal found in part (d).

The correction to the first derivative is also modest beside the second-derivative term. For a Gaussian of width σ and unit height, the largest |S′| is e^(−1/2)/σ = 0.61/σ and the largest |S″| is 1/σ². At the magic angle, the largest values of the two terms therefore have the ratio

0.61 (B_X/15)σ/(C/30) = 2.4 cos²ζ σ/E0,

or about 0.045 for σ = 0.004 Ry. In this two-state model the spectrum still gives a sound |Δμ|, but the first derivative yields Δα only after B_X is subtracted. With two states B_X = 2C cos²ζ/E0 at the magic angle follows from C at two angles and E0; when further states contribute to X, the derivative shapes alone do not supply it. All two-state values of B, C and Z given here refer to the magic angle.

Computed values

```
band peaks: 0.160, 0.172 Ry
peak shares: 0.7, 0.3
Gaussian sigma: 0.0040 Ry
local field F: 2.0e-04 Ry/(e a0)
|dmu|: 2.000 e a0; zeta: 30.0 deg
dalpha xx, yy, zz, xz: 60, 60, 180, 20 e^2 a0^2/Ry (m along z)
largest dipole shift / sigma: 0.100
A/A_max at 0.156, 0.160 Ry: 0.5883, 0.9992
chi 0.00 deg: B = 990.0 e^2 a0^2/Ry, C = 30.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.3885, 2nd 0.0052, sum 0.3938, direct 0.3899
  0.160 Ry, 1e3 dA/A_max: 1st 0.0094, 2nd -2.3916, sum -2.3822, direct -2.3778
chi 54.74 deg: B = 750.0 e^2 a0^2/Ry, C = 20.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.2943, 2nd 0.0035, sum 0.2978, direct 0.2956
  0.160 Ry, 1e3 dA/A_max: 1st 0.0071, 2nd -1.5944, sum -1.5873, direct -1.5847
chi 90.00 deg: B = 630.0 e^2 a0^2/Ry, C = 15.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.2472, 2nd 0.0026, sum 0.2499, direct 0.2485
  0.160 Ry, 1e3 dA/A_max: 1st 0.0060, 2nd -1.1958, sum -1.1898, direct -1.1882
magic angle, field 1.0e-04 Ry/(e a0): largest error / largest signal 0.00047
magic angle, field 2.0e-04 Ry/(e a0): largest error / largest signal 0.00188
magic angle, field 2.0e-03 Ry/(e a0): largest error / largest signal 0.19763
same error with derivatives of A instead of A/E: 0.03771
fit at magic angle: B = 747.10 e^2 a0^2/Ry, C = 19.970 e^2 a0^2
fit at chi = 0: B = 984.93 e^2 a0^2/Ry, C = 29.948 e^2 a0^2
recovered |dmu|: 1.9985 e a0 = 5.080 debye
recovered zeta: 30.02 deg
recovered Tr dalpha: 298.84 e^2 a0^2/Ry = 88.57 cubic angstrom
recovered dalpha_m: 178.89 e^2 a0^2/Ry = 53.02 cubic angstrom
four-state models, worst |difference|/(1+|value|): 1.6e-04
centrosymmetric model, magic angle: B diagonalized -185.499, from dalpha -185.499 e^2 a0^2/Ry
two-state gap: 0.160 Ry; |m|: 1.50 e a0; |dmu|: 2.00 e a0
two-state B from dalpha: -140.625 e^2 a0^2/Ry
two-state B from changing moment: 187.500 e^2 a0^2/Ry
two-state B diagonalized: 46.875 e^2 a0^2/Ry
two-state C diagonalized: 20.000 e^2 a0^2
two-state Z diagonalized: 13.021 (e a0/Ry)^2
true Tr dalpha: -56.250 e^2 a0^2/Ry
apparent Tr dalpha = B/2.5: 18.750 e^2 a0^2/Ry
```
